Conductance fluctuations of a phase-coherent quasi-one-dimensional metal wire

A disordered metal wire joins two ideal leads. It carries N transverse channels per spin. Electrons scatter elastically, keep their phase across the whole length L, and obey time-reversal and spin-rotation symmetry. At low temperature and small bias the Landauer formula gives

G = (2e²/h) g, g = Σₙ Tₙ,

where Tₙ are the transmission eigenvalues and the factor 2 counts spin. The task is to find the variance of g over wires that differ only in the positions of their scatterers.

**(a) Build the wire from thin slices. How does its reflection matrix change when one slice is added?**

Let r be the N×N reflection matrix of the wire seen from its right end, where the slice is attached. The slice reflects waves arriving from the wire by ρ and waves arriving from outside by ρ'. It transmits rightward by τ and leftward by τ'. Summing the multiple reflections between wire and slice gives

r_new = ρ' + τ(r + rρr + rρrρr + …)τ' = ρ' + τ(1 − rρ)⁻¹rτ'.

Time reversal makes r and ρ symmetric and gives τ' = τᵀ. Flux conservation is satisfied by

τ = (1 − ρ†ρ)^½, τ' = (1 − ρρ†)^½, ρ' = −ρ†.

Unitary forward-scattering factors have been dropped: they turn r into UrUᵀ, which leaves every Tₙ unchanged, and the slice statistics chosen next are invariant under them.

Define the backscattering length λ so that a slice of length λ ds reflects each incoming channel with total probability ds. The model assumes independent slices, random reflection phases, and no preferred channel:

⟨ρ_ij ρ_kl⟩ = 0,
⟨ρ_ij ρ*_kl⟩ = c(δ_ik δ_jl + δ_il δ_jk).

The second pairing exists because ρ_ij = ρ_ji. Setting k = i, l = j and summing over j gives c(N + 1) = ds, so

c = ds/(N + 1).

Isotropy requires that transverse diffusion be fast compared with diffusion along the wire, hence a width much smaller than L. For any fixed matrix A the pairings give

⟨ρAρ†⟩ = c(Tr A + Aᵀ), ⟨ρ†Aρ⟩ = c(Tr A + Aᵀ).

Here Tr A multiplies the unit matrix. To second order in ρ, τ ≈ 1 − ½ρ†ρ and τ' ≈ 1 − ½ρρ†. Since ⟨ρ†ρ⟩ = ⟨ρρ†⟩ = ds and ⟨rρrρr⟩ = 0,

dr = η − r ds, η = −ρ† + rρr,

where second-order terms have been replaced by their means. Their fluctuations do not contribute to the equations below as ds → 0.

**(b) Find the change of Q = 1 − rr†.**

By flux conservation Q has the eigenvalues Tₙ. Write T_k = Tr Qᵏ, so that g = T₁.

The first-order change of rr† is ηr† + rη†. With rr† = 1 − Q,

ηr† = −ρ†r† + rρ(1 − Q),
rη† = −rρ + (1 − Q)ρ†r†.

Their sum is −rρQ − Qρ†r†. Hence the first-order change of Q is

ε = X + X†, X = rρQ.

The mean second-order change is D = −⟨ηη†⟩ + 2ds(1 − Q). The cross terms in ηη† contain two ρ or two ρ† and average to zero, leaving

⟨ηη†⟩ = ⟨ρ†ρ⟩ + r⟨ρ rr† ρ†⟩r†.

As r is symmetric, (rr†)ᵀ = r†r, and r(r†r)r† = (1 − Q)². Therefore

⟨ηη†⟩ = ds + c[(N − T₁)(1 − Q) + (1 − Q)²].

Insert ds = c(N + 1). In D/c the terms independent of Q, apart from T₁, are −(N+1) − N − 1 + 2(N+1) = 0. The terms linear in Q, apart from T₁Q, have coefficient N + 2 − 2(N+1) = −N. Thus

D = c[T₁(1 − Q) − NQ − Q²].

**(c) Derive the equations for the first three moments and the noise of T₁.**

The trace of D, with Tr 1 = N, gives

d⟨T₁⟩ = −c⟨T₁² + T₂⟩.

Higher moments also need ⟨ε²⟩ = ⟨XX†⟩ + ⟨X†X⟩. The averaging rule, with r(1 − r†r)²r† = Q²(1 − Q), gives

⟨XX†⟩ = r⟨ρQ²ρ†⟩r† = c[T₂(1 − Q) + Q²(1 − Q)],
⟨X†X⟩ = Q⟨ρ†r†rρ⟩Q = c[(N − T₁)Q² + Q²(1 − Q)].

For the second moment, d⟨T₂⟩ = ⟨2Tr QD + Tr ε²⟩, where

2Tr QD = 2c[T₁² − T₁T₂ − NT₂ − T₃],
Tr⟨ε²⟩ = 2c[NT₂ − T₁T₂ + T₂ − T₃].

Adding,

d⟨T₂⟩ = 2c⟨T₁² − 2T₁T₂ + T₂ − 2T₃⟩.

For the third, d⟨T₃⟩ = ⟨3Tr Q²D + 3Tr Qε²⟩, where

3Tr Q²D = 3c[T₁T₂ − T₁T₃ − NT₃ − T₄],
3Tr Q⟨ε²⟩ = 3c[T₁T₂ − T₂² + (N − T₁)T₃ + 2T₃ − 2T₄].

Their sum is

d⟨T₃⟩ = 3c⟨2T₁T₂ − 2T₁T₃ − T₂² + 2T₃ − 3T₄⟩.

The random part of dT₁ is Tr ε = 2Re Tr(ρB), with B = Qr. This B is symmetric because r(1 − r†r) = (1 − rr†)r. Since ⟨ρρ⟩ = 0,

⟨(Tr ε)²⟩ = 2⟨|Tr ρB|²⟩ = 2c[Tr BB† + Tr BB†].

The second trace comes from the time-reversed pairing. As BB† = Q²(1 − Q),

⟨(Tr ε)²⟩ = 4c(T₂ − T₃).

Second differences of the full composition rule, for N = 4 and T = 0.2, 0.5, 0.7, 0.9, agree with these three moment equations and that for T₁² to within 7.5×10⁻⁶, in units of c.

**(d) Why may averages of products be factorized when N is large?**

Let m = ⟨T₁⟩, y = T₁ − m and V = ⟨y²⟩. From d⟨T₁²⟩ = ⟨2T₁ dT₁⟩ + noise, minus 2m dm,

V' = [4⟨T₂ − T₃⟩ − 2⟨yT₁²⟩ − 2⟨yT₂⟩]/(N + 1),

where the prime is d/ds. Since T₁² = m² + y(T₁ + m) and ⟨y⟩ = 0, ⟨yT₁²⟩ = ⟨y²(T₁ + m)⟩ ≥ 0. Also 0 ≤ T_k ≤ N, so |⟨yT₂⟩| ≤ N√V. Hence

V' ≤ 4 + 2√V ≤ 5 + V.

With V(0) = 0, V is at most 5(eˢ − 1), a bound independent of N.

Two more bounds are needed. Let F = ⟨y⁴⟩. The quadratic drift again contributes a negative term, −4⟨y⁴(T₁ + m)⟩. Using |y|³ ≤ (y² + y⁴)/2 for the others gives

F' ≤ 2(1 + V)(V + F) + 24V,

so F and ⟨|y|³⟩ stay bounded. Let z = T₂ − ⟨T₂⟩ and Z = ⟨z²⟩. The noise of T₂ follows as in (c), with 2Q²r replacing Qr, and is 16c(T₄ − T₅). In its drift, ⟨zT₁²⟩ ≤ 2N√(ZV), and ⟨zT₁T₂⟩ = ⟨z²T₁⟩ + ⟨T₂⟩⟨zy⟩ ≥ −N√(ZV). Therefore

Z' ≤ 16√(ZV) + 4Z + 8√Z + 16,

and Z is bounded too.

The averages ⟨T_k⟩ are of order N. At fixed s, ⟨T₁²⟩, ⟨T₁T₂⟩, ⟨T₁T₃⟩ and ⟨T₂²⟩ therefore differ from products of averages by at most order N, which is small beside N². In the equation for V,

2⟨yT₁²⟩ = 4mV + 2⟨y³⟩,

while ⟨yT₂⟩ = ⟨yz⟩ is bounded. After division by N + 1, only 4mV/N survives. The limit is N → ∞ at fixed s; it does not cover wires whose length grows in proportion to N.

**(e) Solve for the mean moments.**

Put b_k = ⟨T_k⟩/N at leading order and u = 1 + s. Terms linear in T_k drop out beside products, leaving

b₁' = −b₁²,
b₂' = 2b₁² − 4b₁b₂,
b₃' = 6b₁b₂ − 6b₁b₃ − 3b₂².

At s = 0 there is no disorder, all Tₙ = 1, and each b_k = 1. The first equation gives

b₁ = 1/u.

Multiplying the second by u⁴ gives (u⁴b₂)' = 2u². Integration with u⁴b₂ = 1 at u = 1 yields u⁴b₂ = 2u³/3 + 1/3, or

b₂ = 2/(3u) + 1/(3u⁴).

Multiplying the third by u⁶ gives

(u⁶b₃)' = 6u⁵b₂ − 3u⁶b₂²
= (4u⁴ + 2u) − (4u⁴/3 + 4u/3 + 1/(3u²))
= 8u⁴/3 + 2u/3 − 1/(3u²).

The integral is 8u⁵/15 + u²/3 + 1/(3u) + C. At u = 1 it must equal 1, so C = 1 − 18/15 = −1/5. Hence

b₃ = 8/(15u) + 1/(3u⁴) − 1/(5u⁶) + 1/(3u⁷).

The mean of g is N/(1 + s) at this order. For s ≫ 1 it is Nλ/L, which is Ohm's law.

**(f) Find the variance, and examine short and long wires.**

Parts (c) and (d) give

V' = −4V/u + 4(b₂ − b₃), V(0) = 0.

The first term is a restoring drift: a sample that conducts better than average loses more conductance in the next slice. The second is new noise from interference with that slice. From (e),

b₂ − b₃ = 2/(15u) + 1/(5u⁶) − 1/(3u⁷).

Multiplying the variance equation by u⁴,

(u⁴V)' = 8u³/15 + 4/(5u²) − 4/(3u³),
u⁴V = 2u⁴/15 − 4/(5u) + 2/(3u²) + C.

At u = 1, 2/15 − 12/15 + 10/15 = 0, so C = 0. Restoring u = 1 + s,

var g = (2/15)[1 − (1 + 6s)/(1 + s)⁶].

For s ≪ 1, (1 + 6s)(1 + s)⁻⁶ = 1 − 15s² + …, so var g ≈ 2s²: a nearly transparent wire fluctuates little. For s ≫ 1,

var g → 2/15,
var G → (2/15)(2e²/h)².

In this limit the noise 8/(15u) balances the restoring term 4V/u. Both fall as 1/u, so their balance contains neither L, λ nor N. The leading mean, Nλ/L, does depend on them; the variance does not, and in this sense it is universal within this model. The rms value of g is √(2/15) = 0.365.

The diffusive window is λ ≪ L ≪ Nλ. Its upper end is where the mean g approaches one; localization then sets in and the large-N expansion loses its basis.

A simulation of 2500 composed wires with N = 12 and s = 2 gave var g = 0.1228, against 0.1310 from the formula. The difference is 6% of the formula value. For a nearly Gaussian distribution the sampling error is √(2/2500), about 3%; corrections for finite N are also expected.

**(g) What changes when a magnetic field fully breaks time-reversal symmetry but spin remains degenerate?**

Now ρ need not be symmetric. The second pairing disappears, so c = ds/N and ⟨ρAρ†⟩ = c Tr A. The leading equations for b_k came from the trace part of the averaging rule and are unchanged. In the noise, one of two equal traces disappears, leaving 2c(T₂ − T₃). Every source of V is halved, so

var g → 1/15 for s ≫ 1.

The mean changes at order one. With time reversal, put m = N/u + δ in m' = −(m² + V + ⟨T₂⟩)/(N + 1). Expanding 1/(N + 1) and keeping order one,

δ' = −2δ/u + 1/u² − b₂,
(u²δ)' = 1 − 2u/3 − 1/(3u²).

With δ = 0 at u = 1,

u²δ = u − u²/3 + 1/(3u) − 1 = −(u − 1)³/(3u),
δ = −s³/[3(1 + s)³].

This is the weak-localization correction, which tends to −1/3. Without time reversal, repeating (b) without the transposed terms gives D = c[T₁(1 − Q) − NQ], hence m' = −(m² + V)/N and no correction of order one.

A lattice calculation tests these trends without assuming isotropic slices. The strip was 10 sites wide and 50 long, with longitudinal hopping 1, transverse hopping 0.7, energy 0.2 and site energies spread uniformly over a range 1.4. From 2000 samples without flux, mean g was 2.585 and var g was 0.1493, which is 12% above 2/15. The sampling error of the variance is about 3%, so most of this excess is probably systematic. The calculation does not identify its cause.

A flux phase of 0.1 rad per plaquette raised mean g to 2.670 and lowered var g to 0.0957. Both changes have the predicted direction. The variance ratio is 0.641, not 1/2, so this calculation supports the role of time reversal but does not confirm the factor of two. The cause of the difference from 1/2 was not isolated.

**(h) Apply the result to a copper-like interconnect line of 10 nm × 10 nm × 100 nm at 0.3 K. What survives at 300 K?**

Take free electrons with density n = 85 nm⁻³ and an elastic mean free path l = 10 nm, both rough typical values. Then

k_F = (3π²n)^(1/3) = 13.60 nm⁻¹,
N = k_F² × area/(4π) = 1472.

The Drude conductance is n e² l × area/(ħk_F L). With n = k_F³/(3π²) it equals (2e²/h)N(4l/3)/L. Comparison with Nλ/L gives

λ = 4l/3 = 13.33 nm, s = 100/13.33 = 7.50.

Hence

mean g = 1472/8.50 − 0.23 ≈ 173,
rms g = 0.365.

With 2e²/h = 77.48 μS, the mean conductance is 13.4 mS and its rms fluctuation is 0.365 × 77.48 = 28.3 μS. The mean resistance is 74.6 Ω. Since δR ≈ δG/G², its rms fluctuation is 0.16 Ω. The relative fluctuation is 0.21% of the mean. The form N/(1 + s) belongs to the isotropic-slice model. For three-dimensional free electrons with isotropic scattering, the Boltzmann transmission through ten mean free paths is 0.1168 rather than 1/8.50 = 0.1176. This gives mean g ≈ 172 and 75.2 Ω, a shift of about 1% that exceeds the 0.23 kept above.

The neglected effects can be sized for the same line:

- Localization: s/N = 0.005, so the line is far from localized. Counting hard-wall modes at the same k_F gives 1432 channels, about 3% fewer than the area formula. This shifts the mean, to g ≈ 168 and 76.7 Ω, not the universal variance.
- Thermal smearing: with v_F = 1.575 nm/fs, D = v_F l/3 = 52.5 cm²/s. The Thouless energy ħD/L² is 0.345 meV, or 4.0 K, and kT is 0.075 of it. The bias energy eV must also be well below it.
- Dephasing by Johnson noise: the random phase reaches order one when (e/ħ)²·2kTRτ = 1. For a segment of length L_φ, R = L_φ/(σ × area) and τ = L_φ²/D, so L_φ³ = ħ²Dσ × area/(2e²kT). This estimate gives 0.75 μm, longer than the line.
- Spin-orbit scattering: a rough spin-flip probability p = 0.001 per collision gives a spin-orbit length l/√(3p) = 183 nm. The slowest diffusion time, L²/(π²D), is then 0.03 of the spin-flip time. This is small but not negligible at the digits quoted. The three triplet spin channels decay at one to two times the flip rate, which lowers rms g by 2 to 4%, to about 0.35–0.36 (27–28 μS, 0.15 Ω). A much longer copper line would not keep spin-rotation symmetry.
- Magnetic field: one flux quantum h/e through length × width needs 4.1 T. Stray fields must be well below this scale.

Interconnects in working circuits run near or above room temperature, and there the assumption of full phase coherence fails. Take a rough phonon mean free path of 40 nm at 300 K. Combined with elastic scattering, the total mean free path is 1/(1/10 + 1/40) = 8.0 nm, and the coherence length is about √(8.0 × 40/3) = 10.3 nm. As a crude picture, cut the line into M = L/L_φ ≈ 10 independent segments in series. Give each segment mean conductance Mg and rms fluctuation 0.365; its resistance then fluctuates by 0.365/(Mg)². Adding M independent terms multiplies this by √M, and converting back to conductance multiplies it by g²:

rms g ≈ 0.365 M^(−3/2) = 0.365 × (10.3/100)^(3/2) ≈ 0.012.

The power of M is right for lines many coherence lengths long, and only roughly so for this one; the prefactor is too small. Phase is really lost gradually, with no sharp cuts, and for diffusing electrons this makes the fluctuation several times larger, a few hundredths. That is still far below the coherent value of 0.365. Even this figure is rough, because the coherence length is close to both the mean free path and the line width; thermal averaging, left out here, reduces the fluctuation. Grain boundaries, rough surfaces and non-ideal contacts in a real line also change λ and the mean resistance, so the 74.6 Ω should not be read as a prediction for a particular product. For this geometry, the universal variance belongs to low-temperature measurements, not to resistance variation in an operating chip. The computed values are collected in the numerical output.

Values computed for the example and the checks

```
Moment equations, largest deviation: 7.5e-06
Closed forms vs integration, largest deviation: 4.3e-12
Limit 2/15: 0.13333; rms: 0.3651 (units 2e^2/h)
Slice simulation: N = 12, s = 2.0, wires = 2500
  mean g simulated 3.886, formula 3.901
  var g simulated 0.1228, formula 0.1310
Lattice: width 10, length 50 sites, samples 2000
  energy 0.2, transverse hop 0.7, disorder 1.4 (hop = 1)
  no flux: mean g 2.585, var g 0.1493
  flux phase per plaquette: 0.1 rad
  with flux: mean g 2.670, var g 0.0957
  variance ratio flux/no flux: 0.641
Line width, height, length: 10, 10, 100 nm
Electron density (rough): 85 nm^-3
Elastic mean free path (rough): 10 nm
Temperature: 0.3 K
Fermi wavenumber: 13.60 nm^-1
Fermi velocity: 1.575 nm/fs
Channels from area: 1472; hard-wall count: 1432
Backscattering length: 13.33 nm; s = 7.50
Conductance quantum 2e^2/h: 77.481 uS
Mean g: 173.0; var g: 0.13332; rms g: 0.3651
Mean conductance: 13.40 mS; rms: 28.29 uS
Mean resistance: 74.61 ohm; rms: 0.1575 ohm
Relative rms fluctuation: 0.211 percent
Localization parameter s/N: 0.0051
Diffusion constant: 52.5 cm^2/s
Thouless energy hbar D/L^2: 0.345 meV = 4.01 K
Thermal energy: 0.0259 meV; ratio: 0.075
Johnson-noise dephasing length: 747 nm
Spin-flip probability per collision (rough): 0.001
Spin-orbit length: 183 nm
Diffusion time L^2/(pi^2 D) over spin-flip time: 0.030
Field for one flux quantum h/e in length x width: 4.14 T
300 K: phonon mean free path (rough): 40 nm
300 K: total mean free path: 8.0 nm
300 K: coherence length: 10.3 nm
300 K: rms g estimate: 0.0121 (units 2e^2/h)
Series rule, 10 segments: rms 0.01160, rule 0.01155
```
